# Domain-Wall Speed Below and Above the Walker Field: verification in Python

```python
"""Field-driven domain wall: Gilbert equation against collective coordinates.

Result under test: a wall with position X, tilt phi and width D obeys
    X'/D - alpha*phi' = (kappa/2)*sin(2 phi),   phi' + alpha*X'/D = h,
so steady motion ends at the Walker field h_w = alpha*kappa/2. Below it the
speed is D*h/alpha; above it the mean speed is
    (D/alpha)*(h - sqrt(h^2 - h_w^2)/(1 + alpha^2)).
Reduced units: length sqrt(A/K), field 2K/(mu0 Ms), time 1/(gamma*2K/Ms).
A exchange stiffness, K easy-axis constant, K_hard hard-axis constant,
kappa = K_hard/K, alpha Gilbert damping, h field along the easy axis z.
The hard axis is y; magnetization is up on the left and down on the right.
"""
import numpy as np
from scipy.constants import physical_constants, mu_0
from scipy.optimize import minimize_scalar


def cross(a, b):
    out = np.empty_like(a)
    out[0] = a[1] * b[2] - a[2] * b[1]
    out[1] = a[2] * b[0] - a[0] * b[2]
    out[2] = a[0] * b[1] - a[1] * b[0]
    return out


def effective_field(m, laplacian, h, kappa):
    field = laplacian.copy()
    field[2] += m[2] + h
    field[1] -= kappa * m[1]
    return field


def wall_width(phi, kappa):
    return 1 / np.sqrt(1 + kappa * np.sin(phi)**2)


def wall_profile(x, phi, width):
    sech = 1 / np.cosh(x / width)
    return np.array([sech * np.cos(phi), sech * np.sin(phi),
                     -np.tanh(x / width)])


def collective_rates(phi, h, alpha, kappa):
    """Solve the two collective equations for X'/D and phi'."""
    phi = np.atleast_1d(phi)
    matrix = np.array([[1.0, -alpha], [alpha, 1.0]])
    drive = np.array([kappa / 2 * np.sin(2 * phi), h + 0 * phi])
    return np.linalg.solve(matrix, drive)


# Pointwise test of the moving, turning profile in the Gilbert equation.
def gilbert_residual(phi, h, alpha, kappa, width):
    x = np.linspace(-6, 6, 241)
    step = 1e-3
    m = wall_profile(x, phi, width)
    right = wall_profile(x + step, phi, width)
    left = wall_profile(x - step, phi, width)
    laplacian = (right - 2 * m + left) / step**2
    gradient = (right - left) / (2 * step)
    scaled_speed, turn_rate = collective_rates(phi, h, alpha, kappa)[:, 0]
    turning = np.array([-m[1], m[0], 0 * x])
    m_dot = -scaled_speed * width * gradient + turn_rate * turning
    field = effective_field(m, laplacian, h, kappa)
    return np.abs(m_dot + cross(m, field) - alpha * cross(m, m_dot)).max()


for phi_test, h_test in [(1.1, 0.03), (0.4, 0.2), (2.5, -0.1)]:
    good = gilbert_residual(phi_test, h_test, 0.2, 0.7,
                            wall_width(phi_test, 0.7))
    assert good < 1e-5
bad = gilbert_residual(1.1, 0.03, 0.2, 0.7, 1.0)
assert bad > 1e-2

# Model parameters in SI units.
A, K, K_hard, Ms, alpha = 12.5e-12, 5.0e5, 2.5e4, 5.0e5, 0.1
gamma = physical_constants["electron gyromag. ratio"][0]
kappa = K_hard / K
length_unit = np.sqrt(A / K)
field_unit = 2 * K / Ms
speed_unit = length_unit * gamma * field_unit
h_w = alpha * kappa / 2
width_w = wall_width(np.pi / 4, kappa)


def steady_speed(h):
    return wall_width(0.5 * np.arcsin(h / h_w), kappa) * h / alpha


def mean_speed_formula(h, damping, walker, width):
    root = np.sqrt(h**2 - walker**2)
    return width / damping * (h - root / (1 + damping**2))


# Fixed angles, their stability, and their absence above the Walker field.
phi_fixed = 0.5 * np.arcsin(0.8)
scaled_speed, turn_rate = collective_rates(phi_fixed, 0.8 * h_w,
                                           alpha, kappa)[:, 0]
assert abs(turn_rate) < 1e-14
assert abs(scaled_speed - 0.8 * h_w / alpha) < 1e-14
for root, sign in [(phi_fixed, -1), (np.pi / 2 - phi_fixed, 1)]:
    near = collective_rates(np.array([root - 1e-4, root + 1e-4]),
                            0.8 * h_w, alpha, kappa)[1]
    assert sign * (near[1] - near[0]) > 0
all_angles = np.linspace(0, np.pi, 4000, endpoint=False)
assert collective_rates(all_angles, 1.001 * h_w, alpha, kappa)[1].min() > 0
assert collective_rates(all_angles, 0.999 * h_w, alpha, kappa)[1].min() < 0

# Largest speed on the steady branch compared with that at the Walker field.
branch = np.linspace(0, np.pi / 4, 20001)
branch_speed = wall_width(branch, kappa) * kappa / 2 * np.sin(2 * branch)
peak_excess = branch_speed.max() / (width_w * kappa / 2) - 1
assert 0 < peak_excess < kappa**2


# Cycle average straight from the collective equations.
def cycle_average(h, damping, hardness, width):
    scaled, turning = collective_rates(all_angles, h, damping, hardness)
    return np.mean(width * scaled / turning) / np.mean(1 / turning)


for damping in (0.1, 0.3):
    walker = damping * kappa / 2
    for ratio in (1.2, 2.0, 5.0, 20.0):
        direct = cycle_average(ratio * walker, damping, kappa, 1.0)
        closed = mean_speed_formula(ratio * walker, damping, walker, 1.0)
        assert abs(direct / closed - 1) < 1e-8
breathing_error = 0.0
for ratio in (1.2, 2.0, 5.0, 20.0):
    direct = cycle_average(ratio * h_w, alpha, kappa,
                           wall_width(all_angles, kappa))
    closed = mean_speed_formula(ratio * h_w, alpha, h_w, width_w)
    breathing_error = max(breathing_error, abs(direct / closed - 1))
assert breathing_error < kappa**2

# Minimum of the mean speed and the high-field mobility.
found = minimize_scalar(
    lambda r: cycle_average(r * h_w, alpha, kappa, width_w) / h_w,
    bounds=(2, 30), method="bounded")
h_min = h_w * (1 + alpha**2) / (alpha * np.sqrt(2 + alpha**2))
v_min = width_w * h_w * np.sqrt(2 + alpha**2) / (1 + alpha**2)
assert abs(found.x * h_w / h_min - 1) < 1e-3
assert abs(found.fun * h_w / v_min - 1) < 1e-6
mobility_high = width_w * alpha / (1 + alpha**2)
far = 1000 * h_w
far_mobility = cycle_average(far, alpha, kappa, width_w) / far
assert abs(far_mobility / mobility_high - 1) < 1e-3
h_k = 20 * h_w
ratio_at_hk = cycle_average(h_k, alpha, kappa, width_w) / h_k / mobility_high
assert abs(ratio_at_hk - 1 - 0.5 * (kappa / (2 * h_k))**2) < 2e-3

# Spatially resolved Gilbert dynamics, all fields advanced together.
dx, dt, n_steps, stride = 0.5, 0.1, 16000, 10
x = np.arange(-12, 52 + dx / 2, dx)
ratios = np.array([0.5, 0.8, 0.97, 1.03, 2.0, 5.0, 20.0])
start = np.array([0.2, 0.4, np.pi / 4, np.pi / 4, 0.0, 0.0, 0.0])[:, None]
h_all = (ratios * h_w)[:, None]
m = wall_profile(x[None, :], start, wall_width(start, kappa))
m[:2, :, :2] = 0
m[:2, :, -2:] = 0
m[2, :, :2] = 1
m[2, :, -2:] = -1


def gilbert_rate(m):
    laplacian = np.zeros_like(m)
    laplacian[..., 2:-2] = (
        16 * (m[..., 1:-3] + m[..., 3:-1]) - 30 * m[..., 2:-2]
        - m[..., :-4] - m[..., 4:]) / (12 * dx**2)
    field = effective_field(m, laplacian, h_all, kappa)
    torque = cross(m, field)
    return -(torque + alpha * cross(m, torque)) / (1 + alpha**2), torque


rate, torque = gilbert_rate(m)
assert np.abs(rate + torque - alpha * cross(m, rate)).max() < 1e-12

positions, tilts = [], []
for step_index in range(n_steps + 1):
    if step_index % stride == 0:
        positions.append(0.5 * dx * m[2].sum(axis=1))
        tilts.append(np.arctan2(m[1].sum(axis=1), m[0].sum(axis=1)))
    k1 = gilbert_rate(m)[0]
    k2 = gilbert_rate(m + 0.5 * dt * k1)[0]
    k3 = gilbert_rate(m + 0.5 * dt * k2)[0]
    k4 = gilbert_rate(m + dt * k3)[0]
    m = m + dt / 6 * (k1 + 2 * (k2 + k3) + k4)
    m /= np.sqrt(m[0]**2 + m[1]**2 + m[2]**2)
positions = np.array(positions)
tilts = np.unwrap(np.array(tilts), axis=0)
times = np.arange(len(positions)) * dt * stride

# Threshold: the same starting angle falls back below h_w, escapes above it.
assert tilts[-1, 2] < np.pi / 4 - 0.05
assert tilts[-1, 3] > np.pi / 4 + 0.15

# Speeds; the grid alters the wall width by about half a percent.
rows = []
for i in (0, 1):
    measured = (positions[-1, i] - positions[-101, i]) / (
        times[-1] - times[-101])
    predicted = steady_speed(ratios[i] * h_w)
    assert abs(measured / predicted - 1) < 0.02
    assert abs(tilts[-1, i] - 0.5 * np.arcsin(ratios[i])) < 0.01
    rows.append((ratios[i], predicted, measured))
turn_rates = {}
for i in (4, 5, 6):
    first = np.pi / 2
    half_turns = int((tilts[-1, i] - first) // np.pi)
    assert half_turns >= 1
    ends = np.interp([first, first + half_turns * np.pi],
                     tilts[:, i], times)
    places = np.interp(ends, times, positions[:, i])
    measured = (places[1] - places[0]) / (ends[1] - ends[0])
    h = ratios[i] * h_w
    predicted = mean_speed_formula(h, alpha, h_w, width_w)
    assert abs(measured / predicted - 1) < 0.02
    measured_turn = half_turns * np.pi / (ends[1] - ends[0])
    predicted_turn = np.sqrt(h**2 - h_w**2) / (1 + alpha**2)
    assert abs(measured_turn / predicted_turn - 1) < 0.005
    turn_rates[ratios[i]] = (predicted_turn, measured_turn)
    rows.append((ratios[i], predicted, measured))

# Forward and backward extremes of the speed at twice the Walker field.
instant = np.gradient(positions[:, 4], times)[50:-1]
prefactor = width_w / (alpha * (1 + alpha**2))
forward = prefactor * (alpha**2 * 2 * h_w + h_w)
backward = prefactor * (alpha**2 * 2 * h_w - h_w)
assert abs(instant.max() / forward - 1) < 0.03
assert abs(instant.min() / backward - 1) < 0.03

to_mT = 1e3 * field_unit
mobility_unit = speed_unit / to_mT
print(f"exchange stiffness A: {A * 1e12:.1f} pJ/m")
print(f"easy-axis constant K: {K / 1e3:.0f} kJ/m^3")
print(f"hard-axis constant K_h: {K_hard / 1e3:.0f} kJ/m^3")
print(f"saturation magnetization: {Ms / 1e3:.0f} kA/m")
print(f"Gilbert damping alpha: {alpha:.2f}")
print(f"gyromagnetic ratio: {gamma:.5e} rad/(s T)")
print(f"anisotropy ratio kappa: {kappa:.3f}")
print(f"easy-axis field mu0*2K/(mu0 Ms): {to_mT:.0f} mT")
print(f"hard-axis field mu0*H_K: {kappa * to_mT:.1f} mT")
print(f"wall width at phi=0: {length_unit * 1e9:.3f} nm")
print(f"wall width at phi=pi/4: {width_w * length_unit * 1e9:.3f} nm")
print(f"Walker field mu0*H_W: {h_w * to_mT:.3f} mT")
print(f"Walker field H_W: {h_w * field_unit / mu_0:.0f} A/m")
print(f"speed at Walker field: {width_w * kappa / 2 * speed_unit:.2f} m/s")
print(f"excess of largest steady speed: {100 * peak_excess:.4f} %")
print(f"low-field mobility (phi=0): {mobility_unit / alpha:.3f} m/s per mT")
print("low-field mobility (width at pi/4): "
      f"{width_w * mobility_unit / alpha:.3f} m/s per mT")
print("high-field limiting mobility: "
      f"{mobility_high * mobility_unit:.5f} m/s per mT")
print(f"mobility ratio at equal width: {(1 + alpha**2) / alpha**2:.1f}")
print(f"mean mobility at H_K over limit: {ratio_at_hk:.4f}")
print(f"field scale H_K/(2 sqrt 2): {kappa / np.sqrt(8) * to_mT:.2f} mT")
print(f"field of minimum mean speed: {h_min * to_mT:.2f} mT")
print(f"minimum mean speed: {v_min * speed_unit:.3f} m/s")
print("H/H_W | field mT | formula m/s | simulated m/s | v/field m/s/mT")
for ratio, predicted, measured in rows:
    field_mT = ratio * h_w * to_mT
    print(f"{ratio:5.2f} | {field_mT:6.2f} | {predicted * speed_unit:7.3f}"
          f" | {measured * speed_unit:7.3f}"
          f" | {predicted * speed_unit / field_mT:7.4f}")
for i in (0, 1):
    print(f"tilt at {ratios[i]:.2f} H_W, formula and simulated: "
          f"{np.degrees(0.5 * np.arcsin(ratios[i])):.2f}, "
          f"{np.degrees(tilts[-1, i]):.2f} deg")
for i in (2, 3):
    print(f"start 45 deg at {ratios[i]:.2f} H_W, final tilt: "
          f"{np.degrees(tilts[-1, i]):.2f} deg")
print(f"simulated time: {times[-1] / (gamma * field_unit) * 1e9:.3f} ns")
turn_unit = gamma * field_unit / 1e9
print("mean turning rate at 2 H_W, formula and simulated: "
      f"{turn_rates[2.0][0] * turn_unit:.4f}, "
      f"{turn_rates[2.0][1] * turn_unit:.4f} rad/ns")
print("time per half turn at 2 H_W: "
      f"{np.pi / (turn_rates[2.0][0] * turn_unit):.3f} ns")
print("forward peak at 2 H_W, formula and simulated: "
      f"{forward * speed_unit:.2f}, {instant.max() * speed_unit:.2f} m/s")
print("backward peak at 2 H_W, formula and simulated: "
      f"{backward * speed_unit:.2f}, {instant.min() * speed_unit:.2f} m/s")
print(f"largest width-variation error in mean: {breathing_error:.1e}")
print(f"Gilbert residual, right width (reduced): {good:.1e}")
print(f"Gilbert residual, wrong width (reduced): {bad:.2f}")
print("checks complete")
```

It prints:

```
exchange stiffness A: 12.5 pJ/m
easy-axis constant K: 500 kJ/m^3
hard-axis constant K_h: 25 kJ/m^3
saturation magnetization: 500 kA/m
Gilbert damping alpha: 0.10
gyromagnetic ratio: 1.76086e+11 rad/(s T)
anisotropy ratio kappa: 0.050
easy-axis field mu0*2K/(mu0 Ms): 2000 mT
hard-axis field mu0*H_K: 100.0 mT
wall width at phi=0: 5.000 nm
wall width at phi=pi/4: 4.939 nm
Walker field mu0*H_W: 5.000 mT
Walker field H_W: 3979 A/m
speed at Walker field: 43.48 m/s
excess of largest steady speed: 0.0074 %
low-field mobility (phi=0): 8.804 m/s per mT
low-field mobility (width at pi/4): 8.696 m/s per mT
high-field limiting mobility: 0.08610 m/s per mT
mobility ratio at equal width: 101.0
mean mobility at H_K over limit: 1.1251
field scale H_K/(2 sqrt 2): 35.36 mT
field of minimum mean speed: 35.62 mT
minimum mean speed: 6.104 m/s
H/H_W | field mT | formula m/s | simulated m/s | v/field m/s/mT
 0.50 |   2.50 |  21.974 |  21.865 |  8.7896
 0.80 |   4.00 |  35.042 |  34.846 |  8.7606
 2.00 |  10.00 |  12.396 |  12.339 |  1.2396
 5.00 |  25.00 |   6.502 |   6.472 |  0.2601
20.00 | 100.00 |   9.687 |   9.648 |  0.0969
tilt at 0.50 H_W, formula and simulated: 15.00, 15.00 deg
tilt at 0.80 H_W, formula and simulated: 26.57, 26.53 deg
start 45 deg at 0.97 H_W, final tilt: 39.74 deg
start 45 deg at 1.03 H_W, final tilt: 55.20 deg
simulated time: 4.543 ns
mean turning rate at 2 H_W, formula and simulated: 1.5099, 1.5099 rad/ns
time per half turn at 2 H_W: 2.081 ns
forward peak at 2 H_W, formula and simulated: 43.91, 43.70 m/s
backward peak at 2 H_W, formula and simulated: -42.19, -41.99 m/s
largest width-variation error in mean: 1.1e-04
Gilbert residual, right width (reduced): 3.7e-07
Gilbert residual, wrong width (reduced): 0.25
checks complete
```
